# Eckart-barrier transmission: exact result, plain WKB and Kemble's formula: a numerical check

```python
"""Transmission through the Eckart barrier V(x) = V0 / cosh(x/a)^2.

Result under test (Hartree atomic units, mass 1):
  exact   T = sinh(alpha)^2 / (sinh(alpha)^2 + cosh(beta)^2)
  WKB     T = exp(-2S)            Kemble  T = 1 / (1 + exp(2S))
with alpha = pi*k*a, k = sqrt(2E), U = 2*V0*a^2,
beta0 = pi*sqrt(U), beta = pi*sqrt(U - 1/4), S = beta0 - alpha.
Kemble's formula is exact for the inverted parabola V0 - omega^2 x^2 / 2,
where S = pi*(V0 - E)/omega. For the Eckart barrier it is approximate.
"""
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import gamma

V0 = 0.125   # barrier height, hartree
A = 4.0      # barrier length parameter, bohr


def barrier_numbers(a):
    strength = 2 * V0 * a**2
    return strength, np.pi * np.sqrt(strength), np.pi * np.sqrt(strength - 0.25)


def exact_T(energy, a=A):
    alpha = np.pi * a * np.sqrt(2 * energy)
    beta = barrier_numbers(a)[2]
    return 1 / (1 + (np.cosh(beta) / np.sinh(alpha))**2)


def action(energy, a=A):
    return np.pi * a * np.sqrt(2) * (np.sqrt(V0) - np.sqrt(energy))


def wkb_T(energy):
    return min(1.0, np.exp(-2 * action(energy)))


def kemble_T(energy):
    return 1 / (1 + np.exp(2 * action(energy)))


def integrated_T(energy, a=A):
    """Integrate the Schroedinger equation back from the transmitted wave."""
    k = np.sqrt(2 * energy)
    end = 18 * a

    def rhs(x, y):
        return [y[1], 2 * (V0 / np.cosh(x / a)**2 - energy) * y[0]]

    sol = solve_ivp(rhs, (end, -end), np.array([1, 1j * k], complex),
                    method="DOP853", rtol=1e-11, atol=1e-13)
    psi, slope = sol.y[:, -1]
    incident = (psi + slope / (1j * k)) / 2
    reflected = (psi - slope / (1j * k)) / 2
    T = 1 / abs(incident)**2
    assert abs(T + abs(reflected / incident)**2 - 1) < 1e-6
    return T


def action_by_quadrature(energy, a=A):
    """Real turning points below the top, imaginary ones above it."""
    if energy < V0:
        turn = a * np.arccosh(np.sqrt(V0 / energy))
        sign = 1

        def gap(x):
            return V0 / np.cosh(x / a)**2 - energy
    else:
        turn = a * np.arccos(np.sqrt(V0 / energy))
        sign = -1

        def gap(y):
            return energy - V0 / np.cos(y / a)**2

    def integrand(theta):
        return (np.sqrt(2 * max(gap(turn * np.sin(theta)), 0.0))
                * turn * np.cos(theta))
    return sign * quad(integrand, -np.pi / 2, np.pi / 2, epsabs=1e-10)[0]


def integrated_parabola_T(eps, end=30.0):
    """Scaled parabola -x^2/2 at energy eps, with WKB waves at the ends."""
    p = np.sqrt(end**2 + 2 * eps)
    dp = end / p                       # dp/dx at +end, and -dp at -end
    start = np.array([1, 1j * p - dp / (2 * p)], complex) / np.sqrt(p)
    sol = solve_ivp(lambda x, y: [y[1], -(x * x + 2 * eps) * y[0]],
                    (end, -end), start, method="DOP853",
                    rtol=1e-10, atol=1e-12)
    psi, slope = sol.y[:, -1]
    incident = (psi + (slope - dp / (2 * p) * psi) / (1j * p)) / 2
    return 1 / (p * abs(incident)**2)


U, beta0, beta = barrier_numbers(A)
delta = 2 * (beta0 - beta)
omega = np.sqrt(2 * V0) / A
fractions = [0.01, 0.1, 0.25, 0.5, 0.8, 0.9, 1.0, 1.1, 1.5]

# Exact formula, action and error factor against direct integration.
for f in fractions:
    E = f * V0
    T_num = integrated_T(E)
    assert abs(T_num / exact_T(E) - 1) < 1e-6
    S_num = 0.0 if f == 1.0 else action_by_quadrature(E)
    assert abs(S_num - action(E)) < 1e-6
    alpha = np.pi * A * np.sqrt(2 * E)
    factor = np.exp(-delta) * ((1 + np.exp(-2 * beta))
                               / (1 - np.exp(-2 * alpha)))**2
    assert abs((1 / T_num - 1) / np.exp(2 * S_num) / factor - 1) < 1e-5


# Gauss connection formula: explicit series on both sides.
def gauss_series(p, q, r, z):
    term, total = 1 + 0j, 1 + 0j
    for n in range(600):
        term *= (p + n) * (q + n) / ((r + n) * (n + 1)) * z
        total += term
    return total


q_test = A * np.sqrt(2 * 0.5 * V0)
mu = np.sqrt(U - 0.25)
h1 = 0.5 - 1j * mu - 1j * q_test
h2 = 0.5 + 1j * mu - 1j * q_test
h3 = 1 - 1j * q_test
h4 = h3 - h1 - h2
z = 0.7
stay = gamma(h3) * gamma(h4) / (gamma(h3 - h1) * gamma(h3 - h2))
swap = gamma(h3) * gamma(-h4) / (gamma(h1) * gamma(h2))
joined = (stay * gauss_series(h1, h2, 1 - h4, 1 - z)
          + swap * (1 - z)**h4
          * gauss_series(h3 - h1, h3 - h2, 1 + h4, 1 - z))
assert abs(gauss_series(h1, h2, h3, z) - joined) < 1e-9 * abs(joined)
assert abs(abs(swap)**-2 / integrated_T(0.5 * V0) - 1) < 1e-6


# The hypergeometric wave obeys the Schroedinger equation in y = x/a.
def wave(y):
    xi = np.tanh(y)
    return ((1 - xi**2)**(-0.5j * q_test)
            * gauss_series(h1, h2, h3, (1 - xi) / 2))


y0, step = 0.4, 1e-3
curvature = (wave(y0 + step) - 2 * wave(y0) + wave(y0 - step)) / step**2
residual = curvature + (q_test**2 - U / np.cosh(y0)**2) * wave(y0)
assert abs(residual) < 1e-4 * abs(wave(y0))

# Inverted parabola: direct integration against Kemble's formula.
parabola_rows = []
for f in [0.5, 0.8, 1.0, 1.2, 1.5]:
    eps = (f - 1) * V0 / omega
    S_par = -np.pi * eps
    if eps < 0:
        turn = np.sqrt(-2 * eps)
        S_quad = quad(lambda t: np.sqrt(max(-2 * eps - (turn * np.sin(t))**2,
                                            0.0)) * turn * np.cos(t),
                      -np.pi / 2, np.pi / 2)[0]
        assert abs(S_quad - S_par) < 1e-7
    T_num = integrated_parabola_T(eps)
    T_kem = 1 / (1 + np.exp(2 * S_par))
    assert abs(T_num - T_kem) < 1e-5   # end waves are good to about 1/end^4
    parabola_rows.append((f, S_par, T_num, T_kem))
near_top = 0.999 * V0
assert abs(action_by_quadrature(near_top)
           / (np.pi * (V0 - near_top) / omega) - 1) < 1e-3

# Contour integral for the parabola: equation and both asymptotic forms.
mp.mp.dps = 25


def contour_moment(x, eps, n):
    """Integral of s^(n-1/2-i eps) exp(i s^2/4 + i s x), s = t exp(i pi/4)."""
    turn = mp.exp(1j * mp.pi / 4)
    power = n - mp.mpf(1) / 2 - 1j * eps

    def integrand(t):
        return turn * mp.exp(power * (mp.log(t) + 1j * mp.pi / 4)
                             - t * t / 4 + 1j * turn * x * t)
    return mp.quad(integrand, list(range(0, 28)))


eps_test = mp.mpf("0.3")
x_test = mp.mpf("0.7")
m0, m1, m2 = [contour_moment(x_test, eps_test, n) for n in range(3)]
assert abs(m2 / 2 + x_test * m1 - (0.5j + eps_test) * m0) < 1e-8
g = mp.gamma(0.5 - 1j * eps_test)
far = mp.mpf(20)
right = (g * far**(-0.5 + 1j * eps_test)
         * mp.exp(1j * mp.pi / 4 + mp.pi * eps_test / 2))
assert abs(contour_moment(far, eps_test, 0) / right - 1) < 2e-3
far = mp.mpf(8)
reflected = (g * far**(-0.5 + 1j * eps_test)
             * mp.exp(-1j * mp.pi / 4 - mp.pi * eps_test / 2))
incident = ((2 * far)**(-0.5 - 1j * eps_test) * mp.sqrt(4 * mp.pi)
            * mp.exp(1j * mp.pi / 4 - 1j * far**2))
left = contour_moment(-far, eps_test, 0)
assert abs(left - reflected - incident) < 1e-2 * abs(incident)

# Special energies.
alpha_half = np.arcsinh(np.cosh(beta))
E_half = (alpha_half / (np.pi * A))**2 / 2
assert E_half < V0 and abs(integrated_T(E_half) - 0.5) < 1e-6
alpha_cross = -0.5 * np.log(1 - np.exp(-delta / 2) * (1 + np.exp(-2 * beta)))
E_cross = (alpha_cross / (np.pi * A))**2 / 2
assert abs(integrated_T(E_cross) / kemble_T(E_cross) - 1) < 1e-5
E_plain = brentq(lambda e: exact_T(e) / wkb_T(e) - 1, 0.5 * V0, V0)


def error_balance(e):
    """Positive where plain WKB is closer to the exact result than Kemble."""
    return (2 * exact_T(e) - wkb_T(e) - kemble_T(e)) / kemble_T(e)


grid = np.linspace(0.0005, 1.0, 4000) * V0
balance = np.array([error_balance(e) for e in grid])
changes = np.nonzero(balance[:-1] * balance[1:] < 0)[0]
assert len(changes) == 2 and balance[0] < 0 and balance[-1] < 0
E_low, E_high = [brentq(error_balance, grid[i], grid[i + 1]) for i in changes]

# Low energy: the exact transmission is linear in E.
E_tiny = 2e-6
T_tiny = integrated_T(E_tiny)
linear = 2 * E_tiny * (np.pi * A / np.cosh(beta))**2
assert abs(T_tiny / linear - 1) < 1e-3

# Top of wider barriers.
top_rows = []
for a in [4.0, 8.0, 16.0]:
    strength = barrier_numbers(a)[0]
    T_top = integrated_T(V0, a)
    estimate = 0.5 + np.pi / (16 * np.sqrt(strength))
    assert abs(T_top - exact_T(V0, a)) < 1e-6
    assert abs(T_top - estimate) < 1e-3
    top_rows.append((a, strength, T_top, estimate))

hartree_eV = physical_constants["Hartree energy in eV"][0]
bohr_nm = physical_constants["Bohr radius"][0] * 1e9
print(f"V0 = {V0:.3f} hartree = {V0 * hartree_eV:.3f} eV")
print(f"a = {A:.1f} bohr = {A * bohr_nm:.4f} nm")
print(f"U = {U:.3f}, beta0 = {beta0:.4f}, beta = {beta:.4f} (no unit)")
print(f"delta = {delta:.4f}, pi/(4 sqrt U) = {np.pi/(4*np.sqrt(U)):.4f}")
print(f"exp(delta) = {np.exp(delta):.4f}")
print("Eckart: E/V0, E (hartree), S, T exact, T WKB, T Kemble")
for f in fractions:
    E = f * V0
    print(f"{f:5.2f} {E:.5f} {action(E):8.4f} {exact_T(E):.4e} "
          f"{wkb_T(E):.4e} {kemble_T(E):.4e}")
print("Relative error in percent: E/V0, WKB, Kemble")
for f in fractions:
    E = f * V0
    print(f"{f:5.2f} {100 * (wkb_T(E) / exact_T(E) - 1):8.2f} "
          f"{100 * (kemble_T(E) / exact_T(E) - 1):8.2f}")
print("Energies in hartree, then as a fraction of V0")
for label, e in [("exact T = 1/2", E_half),
                 ("exact = Kemble", E_cross),
                 ("exact = plain WKB, upper crossing", E_plain),
                 ("equal errors, lower", E_low),
                 ("equal errors, upper", E_high)]:
    print(f"{label}: {e:.6f}, {e / V0:.4f}")
print(f"T at exact = Kemble crossing: {exact_T(E_cross):.4e}")
print(f"T at exact = plain WKB crossing: {exact_T(E_plain):.4f}")
print(f"E = {E_tiny:.1e} hartree: T exact {T_tiny:.3e}, "
      f"Kemble {kemble_T(E_tiny):.3e}")
print(f"Kemble limit at E = 0: {1 / (1 + np.exp(2 * beta0)):.3e}")
print("Top, E = V0: a (bohr), U, T integrated, 1/2 + pi/(16 sqrt U)")
for row in top_rows:
    print("%5.1f %6.1f %.5f %.5f" % row)
print(f"Parabola: omega = {omega:.5f} hartree (hbar = 1)")
print("Parabola: E/V0, S, T integrated, T Kemble")
for row in parabola_rows:
    print("%5.2f %8.4f %.5f %.5f" % row)
print("all good")
```

Printed output:

```
V0 = 0.125 hartree = 3.401 eV
a = 4.0 bohr = 0.2117 nm
U = 4.000, beta0 = 6.2832, beta = 6.0837 (no unit)
delta = 0.3990, pi/(4 sqrt U) = 0.3927
exp(delta) = 1.4904
Eckart: E/V0, E (hartree), S, T exact, T WKB, T Kemble
 0.01 0.00125   5.6549 9.3459e-06 1.2253e-05 1.2253e-05
 0.10 0.01250   4.2963 2.6607e-04 1.8549e-04 1.8545e-04
 0.25 0.03125   3.1416 2.7651e-03 1.8674e-03 1.8640e-03
 0.50 0.06250   1.8403 3.6199e-02 2.5208e-02 2.4588e-02
 0.80 0.10000   0.6633 2.8340e-01 2.6536e-01 2.0971e-01
 0.90 0.11250   0.3224 4.3884e-01 5.2473e-01 3.4415e-01
 1.00 0.12500   0.0000 5.9845e-01 1.0000e+00 5.0000e-01
 1.10 0.13750  -0.3067 7.3348e-01 1.0000e+00 6.4870e-01
 1.50 0.18750  -1.4121 9.6170e-01 1.0000e+00 9.4397e-01
Relative error in percent: E/V0, WKB, Kemble
 0.01    31.11    31.10
 0.10   -30.29   -30.30
 0.25   -32.46   -32.59
 0.50   -30.36   -32.08
 0.80    -6.36   -26.00
 0.90    19.57   -21.58
 1.00    67.10   -16.45
 1.10    36.34   -11.56
 1.50     3.98    -1.84
Energies in hartree, then as a fraction of V0
exact T = 1/2: 0.117188, 0.9375
exact = Kemble: 0.002315, 0.0185
exact = plain WKB, upper crossing: 0.103862, 0.8309
equal errors, lower: 0.002315, 0.0185
equal errors, upper: 0.113124, 0.9050
T at exact = Kemble crossing: 1.9281e-05
T at exact = plain WKB crossing: 0.3290
E = 2.0e-06 hartree: T exact 1.313e-08, Kemble 3.667e-06
Kemble limit at E = 0: 3.487e-06
Top, E = V0: a (bohr), U, T integrated, 1/2 + pi/(16 sqrt U)
  4.0    4.0 0.59845 0.59817
  8.0   16.0 0.54912 0.54909
 16.0   64.0 0.52455 0.52454
Parabola: omega = 0.12500 hartree (hbar = 1)
Parabola: E/V0, S, T integrated, T Kemble
 0.50   1.5708 0.04142 0.04142
 0.80   0.6283 0.22155 0.22155
 1.00  -0.0000 0.50000 0.50000
 1.20  -0.6283 0.77845 0.77845
 1.50  -1.5708 0.95858 0.95858
all good
```
